\section*{The largest silicon cylinder that an ion track can melt}

\section*{Problem}

A heavy ion slows down in crystalline silicon and leaves energy along a straight track. Take the deposited energy per unit length to be $S=1$ keV/nm, and suppose that all of it becomes heat in the silicon, which is initially at $T_0=300$ K. What is the radius of the largest cylinder that can be melted? Include the heat needed to reach the melting temperature and the latent heat. Then find how the answer changes when the energy is deposited smoothly, when heat is conducted away, and when other neglected effects are restored.

Use these rounded material values, which are rough but typical of silicon: atomic density $n=50$ atoms/nm$^3$, melting temperature $T_m=1690$ K, molar latent heat $50$ kJ/mol, and molar heat capacity of the solid
\begin{equation}
c(T)=a+bT-\frac{d}{T^2},
\label{eq:c}
\end{equation}
with $a=23.0$ J/(mol K), $b=0.0040$ J/(mol K$^2$) and $d=3.60\times10^5$ J K/mol.

\section*{Solution}

\subsection*{The energy needed per atom}

The pressure is taken as constant, so the heat supplied equals the rise in enthalpy. Melting is taken to occur in equilibrium at $T_m$. Heating the solid from $T_0$ to $T_m$ requires
\begin{align}
h_s&=\int_{T_0}^{T_m}\left(a+bT-\frac{d}{T^2}\right)dT \nonumber\\
&=a(T_m-T_0)+\frac b2\left(T_m^2-T_0^2\right)
-d\left(\frac1{T_0}-\frac1{T_m}\right).
\label{eq:hs}
\end{align}
The last sign follows from $\int T^{-2}dT=-1/T$: the integral of $T^{-2}$ between the limits is $1/T_0-1/T_m$, which is positive, and it enters with the factor $-d$. The three terms give
\begin{equation}
h_s=(31.97+5.53-0.99)\ \text{kJ/mol}\simeq36.5\ \text{kJ/mol}.
\end{equation}
The size is reasonable. A classical harmonic solid has heat capacity $3R$ per mole, with $R$ the gas constant, and would need $3R(T_m-T_0)=34.7$ kJ/mol. The law (\ref{eq:c}) lies below $3R=24.9$ J/(mol K) at 300 K, where it gives 20.2 J/(mol K), and above it at the melting point, where it gives 29.6 J/(mol K).

One eV per atom is 96.5 kJ/mol. Per atom, therefore, $h_s=0.3785$ eV and the latent heat is $L=0.5182$ eV. The energy that turns an atom's share of solid at $T_0$ into liquid at $T_m$ is
\begin{equation}
H=h_s+L=0.8967\ \text{eV}\simeq0.897\ \text{eV}.
\label{eq:H}
\end{equation}
More than half of this is latent heat. A region that has received only $h_s$ per atom is at the melting temperature but is still solid.

\subsection*{Why a uniform, just-melted region is the best}

Let $e$ be the energy received per atom at some point of the cross-section, measured from the solid at $T_0$. No point is colder than $T_0$, so $e\ge0$. The local fraction $f$ of liquid is
\begin{equation}
f=
\begin{cases}
0, & e\le h_s,\\
(e-h_s)/L, & h_s<e<H,\\
1, & e\ge H.
\end{cases}
\label{eq:f}
\end{equation}
In the middle range solid and liquid coexist at $T_m$. We now compare $e$ with $fH$. If $f=0$, then $e\ge0=fH$. If $f=1$, then $e\ge H=fH$. In the middle range $e=h_s+fL$, so
\begin{equation}
e-fH=h_s+fL-f(h_s+L)=(1-f)h_s>0.
\end{equation}
Thus $e\ge fH$ at every point. Multiply by $n$ and integrate over the cross-section. The left side is the energy per unit length, $S$, and the integral of $f$ is the total liquid area $A$, measured in the original solid:
\begin{equation}
S=n\int e\,dA'\ \ge\ nH\int f\,dA'=nHA
\quad\Longrightarrow\quad
A\le\frac{S}{nH}.
\label{eq:bound}
\end{equation}
Equality requires $e=fH$ throughout. The mixed range is then excluded, and what remains is $e=H$ in the liquid and $e=0$ outside it. The most economical melt is just liquid at $T_m$, surrounded by silicon that has received no heat. If the region is circular, $A=\pi r^2$ and
\begin{equation}
r_{\max}=\sqrt{\frac{S}{\pi nH}}.
\label{eq:r}
\end{equation}

The bound uses only the energy present at one instant. Conduction redistributes that energy without creating any, so the bound survives conduction, although the ideal state does not last. Liquid below $T_m$ is outside the argument: it has less enthalpy than $H$, and a metastable undercooled melt could occupy a larger area for the same energy.

\subsection*{The number}

The energy needed per unit volume is $nH=44.8$ eV/nm$^3$. Hence
\begin{equation}
A_{\max}=\frac{1000\ \text{eV/nm}}{44.83\ \text{eV/nm}^3}=22.3\ \text{nm}^2,
\qquad
r_{\max}=\sqrt{\frac{22.3\ \text{nm}^2}{\pi}}\simeq2.66\ \text{nm}.
\end{equation}
The largest cylinder has a radius of about 2.7 nm, and about 1100 atoms are melted per nanometre of track.

Taking logarithms of (\ref{eq:r}) and differentiating gives, for small changes,
\begin{equation}
\frac{\delta r_{\max}}{r_{\max}}=\frac12\left(
\frac{\delta S}{S}-\frac{\delta n}{n}-\frac{\delta H}{H}\right).
\end{equation}
An error of 10\% in $H$ therefore moves the radius by about 5\%. This is why rough thermal data suffice. Holding $c$ at its 300 K value, for example, lowers $H$ and raises the radius to 2.80 nm. Omitting the latent heat is more serious, because it replaces $H$ by $h_s$ and gives 4.10 nm.

\subsection*{Energy spread over too wide a cylinder}

The radius of 4.10 nm has a meaning of its own. Spread $S$ evenly over a cylinder of radius $R$, so that $e=S/(n\pi R^2)$. For $R\le r_{\max}$ we have $e\ge H$, and the whole area $\pi R^2$ is liquid. For a somewhat larger $R$ the material is mixed, and
\begin{equation}
A(R)=\pi R^2\,\frac{e-h_s}{L}
=\frac{S/n-h_s\pi R^2}{L}.
\label{eq:wide}
\end{equation}
Each additional nm$^2$ of heated area now removes $h_s/L=0.73$ nm$^2$ of liquid, because energy is spent on warming solid. The liquid area vanishes when $S/n=h_s\pi R^2$, that is, at
\begin{equation}
R_s=\sqrt{\frac{S}{\pi nh_s}}=4.10\ \text{nm}.
\end{equation}
The same 1 keV/nm spread evenly over a wider cylinder melts nothing. The deposited energy per length fixes an upper bound, but the width of the deposit decides whether there is any melt.

\subsection*{A smooth deposit}

A sharp-edged deposit is an idealization. Consider instead the energy per unit volume
\begin{equation}
q(r)=\frac{S}{\pi w^2}\,e^{-r^2/w^2},
\label{eq:gauss}
\end{equation}
whose integral over the cross-section is $S$. The material is fully molten where $q\ge nH$. At the edge $\rho$ of this core, equality gives
\begin{equation}
e^{-\rho^2/w^2}=\frac{\pi w^2nH}{S}
\quad\Longrightarrow\quad
\pi\rho^2=\pi w^2\ln\frac{S}{\pi w^2nH}.
\end{equation}
Write $x=\pi w^2$ and $A_{\max}=S/(nH)$. The core area is $x\ln(A_{\max}/x)$, and its derivative with respect to $x$ is $\ln(A_{\max}/x)-1$. This vanishes at $x=A_{\max}/\mathrm e$, where $\mathrm e=2.718\ldots$ is the base of natural logarithms. The second derivative, $-1/x$, is negative, so this is a maximum. The logarithm there equals 1, the core area equals $x$, and
\begin{equation}
\rho_{\max}=w=\frac{r_{\max}}{\sqrt{\mathrm e}}=1.62\ \text{nm}.
\end{equation}
Even the best Gaussian deposit fully melts only $1/\mathrm e$, or 37\%, of the ideal area. The rest of the energy overheats the centre, or warms and partly melts the rim. A narrower deposit overheats more, and a wider one wastes more in the rim.

\subsection*{Conduction}

Let $h$ be the enthalpy per unit volume, measured from solid at $T_0$. With constant thermal conductivity $\kappa$, Fourier's law and energy conservation give
\begin{equation}
\frac{\partial h}{\partial t}
=\frac1r\frac{\partial}{\partial r}
\left(r\kappa\frac{\partial T}{\partial r}\right).
\label{eq:heat}
\end{equation}
The temperature stays at $T_m$ while $h$ rises from $nh_s$ to $nH$. For simplicity both phases are given the mean heat capacity of the solid, $C=nh_s/(T_m-T_0)$ per unit volume. With the rough value $\kappa=25$ W/(m K) for hot silicon, the diffusivity is $D=\kappa/C=11.5$ nm$^2$/ps. Equation (\ref{eq:heat}) was solved by finite volumes on rings 0.05 nm wide, with explicit time steps and an insulated boundary at 20 nm.

Start with the ideal cylinder, just melted and surrounded by silicon at 300 K. It has no heat above that needed for melting, so any heat that leaves it freezes some liquid. In this calculation half of its liquid area is gone after roughly 0.1 ps. The maximum radius is thus a momentary state.

A smooth hot track behaves differently. Take (\ref{eq:gauss}) with $w=1.4$ nm. The energy on the axis is $S/(\pi w^2n)=3.25$ eV per atom, well above $H$. Counting the liquid in the mixed ring as well as the fully molten core, the initial liquid area is that of a cylinder of radius 1.80 nm. Conduction first enlarges it, to an equivalent radius of 1.99 nm (halving the ring width lowers this by a little under 0.01 nm), before it shrinks. Heat flows from hot to cold, so the heat for this extra melting must come from the core above $T_m$. The result remains below $r_{\max}$, as (\ref{eq:bound}) requires. The model keeps the core liquid however hot it is and leaves out vaporization. It also uses the conductivity of the hot solid everywhere. Liquid silicon conducts heat better, which by itself would raise the peak somewhat. Cold solid silicon also conducts better, which by itself would lower the peak, because heat escapes faster from the rim. The value 1.99 nm therefore belongs to the constant-conductivity model, but no choice of conductivity can lift the peak above the bound.

The times belong to the model only. Halving the liquid area in about 0.1 ps needs a freezing front moving at roughly 7 km/s, comparable with the speed of sound. A crystal regrows from molten silicon at no more than some 20 m/s, so real refreezing over this distance would take tens of ps, and the liquid would undercool instead of freezing at $T_m$. The heat flux in the model also exceeds what phonons could carry ballistically, which alone would require 0.4 ps or more. A time of 0.1 ps is comparable with the period of an atomic vibration, so a local temperature is barely defined, and Fourier's law is doubtful over a few nanometres. The assumption of constant pressure is also doubtful this early. Sound needs about 0.3 ps to cross 2.7 nm, so the hot silicon is at first held near its original volume, under a stress that can reach some GPa. The hot solid is compressed, whereas silicon that has only just melted is under tension, because the liquid would take up less room. Part of this stress remains after sound has crossed the track, because the surrounding crystal resists the change of volume elastically. The stress changes both the melting temperature and the energy needed. The bound itself does not depend on $\kappa$, but its value of 2.66 nm is for melting at constant pressure.

\subsection*{Other corrections}

Each of the following changes is made alone, with the other values held fixed.

\emph{Interface energy.} The boundary between solid and liquid costs an energy $\gamma$ per area. For the rough value $\gamma=0.4$ J/m$^2=2.5$ eV/nm$^2$, the energy balance is $S=\pi r^2nH+2\pi r\gamma$. The rise of the melting temperature at the curved boundary, about $T_m\gamma/(rnL)\simeq60$ K, is ignored here; heating the liquid by that much would lower the radius by a further 0.02 nm. Dividing by $\pi$ and taking the positive root of the quadratic equation gives
\begin{equation}
r=\frac{-\gamma+\sqrt{\gamma^2+nHS/\pi}}{nH}=2.61\ \text{nm}.
\end{equation}

\emph{Density.} Liquid silicon is denser than the solid, by roughly 10\%. If the length of the cylinder is unchanged, the same atoms fill an area smaller by the factor $1/1.1$, and the radius measured in unstressed liquid is $r_{\max}/\sqrt{1.1}=2.54$ nm. A melt bonded to the surrounding crystal cannot shrink freely: a rough elastic estimate leaves it under a tension of about 2 GPa, with a radius near 2.6 nm.

\emph{Energy that does not become local heat.} Some energy may stay in defects or be carried away by electrons. If 20\% is lost in this way, the radius becomes $\sqrt{0.8}\,r_{\max}=2.38$ nm. The figure of 20\% is only an example. For energy given to electrons the lost share can be far larger: single swift ions leave no melt tracks in crystalline silicon even above 10 keV/nm.

\emph{A hot substrate.} Starting at 600 K, (\ref{eq:hs}) gives $h_s=29.7$ kJ/mol in place of 36.5 kJ/mol. The latent heat is unchanged, and the radius rises only to 2.78 nm.

\section*{Table of cases}

All rows have $S=1$ keV/nm. Unless the row says otherwise, the start is at 300 K.

\begin{center}
\begin{tabular}{lc}
\hline
Case & Radius (nm)\\
\hline
Ideal cylinder, upper bound & 2.66\\
Ideal cylinder, 600 K substrate & 2.78\\
With interface energy & 2.61\\
Measured in the denser liquid, unstressed & 2.54\\
20\% of the energy lost & 2.38\\
Conducting track, $w=1.4$ nm, peak$^{*}$ & 1.99\\
Best Gaussian, fully molten core & 1.62\\
\hline
\end{tabular}

$^{*}$Radius of a cylinder with the same total liquid area.
\end{center}

Among these cases the shape of the deposit matters most. The last row counts only the fully molten core; counting the liquid in the mixed rim as well, the best Gaussian without conduction gives an equivalent radius of about 1.95 nm. The corrections for interface energy, density and substrate temperature are each about 5\% or less of $r_{\max}$.

\section*{What this says about implantation}

A deposited energy of 1 keV/nm is the rough scale of dense collision cascades made by heavy ions in silicon. It is far too high for a light ion such as boron at an energy of some tens of keV. Since $r_{\max}\propto\sqrt S$, a tenth of the energy per length would give at most 0.84 nm, a cylinder so thin that a continuous melt is a poor description. Real cascades also break the assumption of a straight, compact track: they branch, and their energy is spread unevenly. This can move the number all the way to zero, since an even spread beyond 4.10 nm gives no melt at all, while dense parts of a cascade may still melt locally.

The radius is also not a prediction of the amorphous zone that remains after the ion has stopped. A melt can recrystallize from its rim as it cools, which would leave a smaller zone. Atomic displacements can also disorder the crystal without thermal melting, which could leave a larger one. The estimate answers a narrower question: if a fully amorphous cylinder is said to be the quenched remains of an equilibrium melt that filled the whole cylinder at one moment, made at constant pressure by 1 keV/nm in silicon at room temperature, its radius should not be much above 2.7 nm. A clearly larger one would need more energy per length, melting conditions outside these assumptions, or disorder produced by another route. A region that was only partly molten can reach farther out: spread evenly over a radius of 3.0 nm, the same energy melts about 63\% of the material.
